# Equal Nonionizing Dose Does Not Guarantee Equal Silicon Degradation: a numerical check

```python
"""Equal nonionizing energy deposition (NIEL) does not guarantee equal damage.

Result under test: a recoil leaves q*nu vacancies. A fraction
phi = beta/(1+beta), beta = q*(nu-1)*R/(sqrt(pi)*s), forms divacancies (V2).
The rest escape; a share f forms phosphorus-vacancy pairs (VP), the remainder
oxygen-vacancy pairs (VO). In n-type silicon the electrons lost per surviving
vacancy are 2*f + phi*(1/2 - 2*f), so clustering cancels only at f = 1/4.
q: survival fraction, nu: displacements in one cascade core, R: V-V capture
radius, s: Gaussian width of the core. Lengths in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq

rng = np.random.default_rng(12)
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
AMU = const.atomic_mass
M_SI = 28.085
M_P = const.m_p / AMU
M_N = const.m_n / AMU
Z_SI = 14
ATOMS = 50.0               # silicon atoms per nm^3, rounded
E_DISP = 21.0              # displacement threshold
SURVIVAL = 0.1
CORE_ENERGY = 1.0e4        # damage energy at which cascades split
R_PAIR = 0.8
WIDTH_ONE = 0.8            # core width is WIDTH_ONE * nu**(1/3)
R_IMPURITY = 0.5           # same radius for oxygen and phosphorus
E_PROTON = 3.0e6
E_NEUTRON = 1.0e6
SIGMA_N = 3.0e-10          # 3 barn in nm^2
PHOSPHORUS = 1.0e15        # cm^-3
OXYGEN = {"lean": 1.0e15, "crossover": 3.0e15, "rich": 1.0e17}
FLUENCE_N = 1.0e13         # cm^-2
LAYER = 1.0e4              # nm
TEMPERATURE = 300.0


def max_recoil(mass, energy):
    return 4 * mass * M_SI * energy / (mass + M_SI) ** 2


def damage_energy(recoil):
    """Lindhard partition in Robinson's form for silicon in silicon."""
    eps = recoil / (86.931 * Z_SI ** (7 / 3))
    k = 0.1337 * Z_SI ** (1 / 6) * np.sqrt(Z_SI / M_SI)
    return recoil / (1 + k * (3.4008 * eps ** (1 / 6)
                              + 0.40244 * eps ** 0.75 + eps))


def pair_fraction(nu, survival=SURVIVAL):
    width = WIDTH_ONE * nu ** (1 / 3)
    beta = survival * (nu - 1) * R_PAIR / (np.sqrt(np.pi) * width)
    return beta / (1 + beta)


def cascade(recoil, survival=SURVIVAL, core=CORE_ENERGY, table=None):
    """Surviving vacancies and the fraction that pairs."""
    dam = damage_energy(recoil)
    sites = np.maximum(1.0, 0.4 * dam / E_DISP)
    local = sites / np.maximum(1.0, dam / core)
    if table is None:
        phi = pair_fraction(local, survival)
    else:
        phi = np.interp(np.log(local), np.log(table[0]), table[1])
    return survival * sites, phi


def spectrum(kind, energy, tilt=0.0):
    top = max_recoil(M_P if kind == "p" else M_N, energy)
    recoil = np.geomspace(E_DISP, top, 6001)
    if kind == "p":
        density = (np.pi * (Z_SI * COULOMB) ** 2 * M_P
                   / (M_SI * energy * recoil ** 2))
    else:
        density = SIGMA_N / top * (1 + tilt * (1 - 2 * recoil / top))
    return recoil, density


def coefficients(kind, energy, tilt=0.0, **options):
    """NIEL (MeV mb), surviving vacancies per cm, paired vacancies per cm."""
    recoil, density = spectrum(kind, energy, tilt)
    vac, phi = cascade(recoil, **options)
    logt = np.log(recoil)
    niel = simpson(density * damage_energy(recoil) * recoil, x=logt) * 1e7
    total = simpson(density * vac * recoil, x=logt) * ATOMS * 1e7
    paired = simpson(density * vac * phi * recoil, x=logt) * ATOMS * 1e7
    return np.array([niel, total, paired])


def removal(coef, share):
    return coef[2] / 2 + 2 * share * (coef[1] - coef[2])


def equal_niel_ratio(cp, cn, share):
    return removal(cp, share) / cp[0] / (removal(cn, share) / cn[0])


share = {k: PHOSPHORUS / (PHOSPHORUS + o) for k, o in OXYGEN.items()}
proton = coefficients("p", E_PROTON)
neutron = coefficients("n", E_NEUTRON)

# Coulomb law against numerical integration of the classical orbit
top_p = max_recoil(M_P, E_PROTON)
head_on = Z_SI * COULOMB / (E_PROTON * M_SI / (M_P + M_SI))


def orbit_recoil(impact, screening=None):
    def radial(u):
        cut = 1.0 if screening is None else np.exp(-1 / (screening * u))
        return 1 - head_on * u * cut - (impact * u) ** 2
    u0 = brentq(radial, 1e-6 / impact, 1 / impact, xtol=1e-13 / impact,
                rtol=1e-14)
    angle = np.pi - 2 * quad(
        lambda x: impact * u0 * np.cos(x)
        / np.sqrt(max(radial(u0 * np.sin(x)), 1e-30)),
        0, np.pi / 2, epsabs=1e-9, epsrel=1e-9, limit=200)[0]
    return top_p * np.sin(angle / 2) ** 2


strength = (np.pi * (Z_SI * COULOMB) ** 2 * M_P / (M_SI * E_PROTON))
for target in (E_DISP, 1e3, 1e5):
    area = strength * (1 / target - 1 / top_p)
    assert abs(orbit_recoil(np.sqrt(area / np.pi)) / target - 1) < 1e-3
b_threshold = np.sqrt(strength * (1 / E_DISP - 1 / top_p) / np.pi)
bohr = const.physical_constants["Bohr radius"][0] * 1e9
screen_length = 0.8854 * bohr / (1 + Z_SI ** 0.23)
screen_change = (orbit_recoil(b_threshold, screen_length)
                 / orbit_recoil(b_threshold) - 1)

# Spectral integrals against explicit sums over collisions
mid = (np.arange(1000000) + 0.5) / 1000000
impact = b_threshold * np.sqrt(mid)
samples_p = top_p / (1 + (2 * impact / head_on) ** 2)
top_n = max_recoil(M_N, E_NEUTRON)
samples_n = top_n * mid
for coef, sample, area in ((proton, samples_p, np.pi * b_threshold ** 2),
                           (neutron, samples_n, SIGMA_N)):
    sample = sample[sample >= E_DISP]
    vac, phi = cascade(sample)
    scale = area / len(mid) * 1e7
    direct = scale * np.array([damage_energy(sample).sum(),
                               ATOMS * vac.sum(), ATOMS * (vac * phi).sum()])
    assert np.allclose(direct, coef, rtol=0.01)

# Mean meeting probability of one pair
big_nu = 190
width = WIDTH_ONE * big_nu ** (1 / 3)
spread = np.sqrt(2) * width
pair_exact = quad(lambda r: np.sqrt(2 / np.pi) * r ** 2 / spread ** 3
                  * np.exp(-r ** 2 / (2 * spread ** 2))
                  * min(1.0, R_PAIR / r), 0, 12 * spread,
                  points=[R_PAIR])[0]
pair_formula = R_PAIR / (np.sqrt(np.pi) * width)
assert abs(pair_exact / pair_formula - 1) < 0.01


def brownian_fraction(nu, capture, vacancies=4000):
    """Random walks with pairing on contact; time is in units of nm^2/D.

    For one pair, the chance of contact between two sampled distances is
    the exact bridge probability of three-dimensional Brownian motion.
    """
    runs = int(vacancies / (SURVIVAL * nu))
    counts = rng.binomial(nu, SURVIVAL, runs)
    initial = counts.sum()
    counts = counts[counts > 1]
    size = counts.max()
    alive = np.arange(size) < counts[:, None]
    place = WIDTH_ONE * nu ** (1 / 3) * rng.normal(size=(len(counts), size, 3))
    i, j = np.triu_indices(size, 1)
    old = np.linalg.norm(place[:, i] - place[:, j], axis=2)
    hit = old < R_PAIR
    paired, time = 0, 0.0
    while True:
        events = np.argwhere(hit & alive[:, i] & alive[:, j])
        rng.shuffle(events)
        for run, pair in events:
            a, b = i[pair], j[pair]
            if alive[run, a] and alive[run, b]:
                alive[run, a] = alive[run, b] = False
                paired += 2
        if time > 1e5:
            return paired / initial
        step = 0.05 + 0.08 * time
        alive &= rng.random(alive.shape) < np.exp(-capture * step)
        place += np.sqrt(2 * step) * rng.normal(size=place.shape)
        new = np.linalg.norm(place[:, i] - place[:, j], axis=2)
        image = np.exp(-old * new / (2 * step))
        touch = np.exp(-np.maximum(old - R_PAIR, 0)
                       * np.maximum(new - R_PAIR, 0) / (2 * step))
        chance = (touch - image) / np.maximum(1 - image, 1e-300)
        hit = rng.random(chance.shape) < chance
        old = new
        time += step


nus = np.array([2, 5, 15, 50, 190])
capture_rich = (4 * np.pi * R_IMPURITY
                * (OXYGEN["rich"] + PHOSPHORUS) * 1e-21)
walk_free = np.array([brownian_fraction(n, 0.0) for n in nus])
walk_rich = np.array([brownian_fraction(n, capture_rich) for n in nus])
formula = pair_fraction(nus.astype(float))
# The closure keeps a Gaussian shape; depletion of the dense centre lowers phi.
assert np.all(np.abs(walk_free - formula) < 0.10)
assert np.all(np.abs(walk_free - formula)[:3] < 0.05)


def table_of(values):
    return np.r_[1.0, nus], np.r_[0.0, values]


def ratio_with(name, **options):
    return equal_niel_ratio(coefficients("p", E_PROTON, **options),
                            coefficients("n", E_NEUTRON, **options),
                            share[name])


walk_ratio = {"lean": ratio_with("lean", table=table_of(walk_free)),
              "rich": ratio_with("rich", table=table_of(walk_rich))}
ratio = {k: equal_niel_ratio(proton, neutron, f) for k, f in share.items()}
assert ratio["rich"] < 1 < ratio["lean"]
assert walk_ratio["rich"] < 1 < walk_ratio["lean"]

# Electron loss from charge neutrality; level depths below Ec are rough inputs
thermal = const.k * TEMPERATURE / const.e
band_states = 2e-6 * (2 * np.pi * 1.08 * const.m_e * const.k * TEMPERATURE
                      / const.h ** 2) ** 1.5


def electron_loss(v2, vo, vp, shallow=True):
    def occupied(depth, n):
        return 1 / (1 + band_states / n * np.exp(-depth / thermal))

    def balance(n):
        negative = v2 * occupied(0.42, n) + vp * occupied(0.45, n)
        if shallow:
            negative += v2 * occupied(0.23, n) + vo * occupied(0.17, n)
        return PHOSPHORUS - vp - negative - n
    return PHOSPHORUS - brentq(balance, 1e10, PHOSPHORUS * 1.01, rtol=1e-13)


assert abs(electron_loss(0, 0, 1e13) / 1e13 - 2) < 0.02
assert abs(electron_loss(1e13, 0, 0, False) / 1e13 - 1) < 0.02
fluence_p = FLUENCE_N * neutron[0] / proton[0]


def defects(coef, fluence, f):
    escaped = (coef[1] - coef[2]) * fluence
    return coef[2] * fluence / 2, escaped * (1 - f), escaped * f


def neutrality_ratio(name, shallow):
    return (electron_loss(*defects(proton, fluence_p, share[name]), shallow)
            / electron_loss(*defects(neutron, FLUENCE_N, share[name]), shallow))


vacancy_ratio = proton[1] / proton[0] / (neutron[1] / neutron[0])
assert abs(neutrality_ratio("crossover", False) / vacancy_ratio - 1) < 0.01

# Sizes of further neglected effects
mv2 = 2 * E_PROTON * const.m_e / const.m_p
stopping = (4 * np.pi * COULOMB ** 2 * ATOMS * Z_SI / mv2
            * np.log(2 * mv2 / 173.0))
exit_energy = E_PROTON - stopping * LAYER
exit_niel = coefficients("p", exit_energy)[0] / proton[0] - 1
recoil, density = spectrum("p", E_PROTON)
high = recoil > top_p / 2
large_angle = np.trapezoid(
    (density * damage_energy(recoil))[high], recoil[high]) * 1e7 / proton[0] \
    if hasattr(np, "trapezoid") else np.trapz(
    (density * damage_energy(recoil))[high], recoil[high]) * 1e7 / proton[0]
tilted = coefficients("n", E_NEUTRON, tilt=0.5)

print(f"Inputs: Ed {E_DISP:.0f} eV, q {SURVIVAL}, core limit "
      f"{CORE_ENERGY/1e3:.0f} keV, Si {ATOMS*1e21:.1e} cm^-3")
print(f"Inputs: R(V-V) {R_PAIR} nm, s1 {WIDTH_ONE} nm, "
      f"R(impurity) {R_IMPURITY} nm, P {PHOSPHORUS:.1e} cm^-3")
print(f"Inputs: proton {E_PROTON/1e6:.0f} MeV, neutron {E_NEUTRON/1e6:.0f} "
      f"MeV, neutron cross section {SIGMA_N*1e10:.0f} b")
print(f"Maximum recoil: proton {top_p/1e3:.1f}, neutron {top_n/1e3:.1f} keV")
for t in (100.0, 1e3, 1e4, 1e5):
    v, p = cascade(t)
    print(f"Recoil {t/1e3:g} keV: damage energy {damage_energy(t)/1e3:.4g} keV,"
          f" surviving V {v:.3g}, phi {p:.3f}")
for name, c in (("Proton", proton), ("Neutron", neutron)):
    print(f"{name}: NIEL {c[0]:.1f} MeV mb, surviving V {c[1]:.2f} /cm, "
          f"mean phi {c[2]/c[1]:.3f}")
print(f"Equal-NIEL fluence: neutron {FLUENCE_N:.2e}, "
      f"proton {fluence_p:.3e} cm^-2")
print(f"Vacancies at equal NIEL, proton/neutron: {vacancy_ratio:.3f}")
v2_ratio = proton[2] / proton[0] / (neutron[2] / neutron[0])
print(f"Divacancies at equal NIEL, proton/neutron: {v2_ratio:.3f}")
for name, f in share.items():
    print(f"{name}: O {OXYGEN[name]:.1e} cm^-3, f {f:.4f}, "
          f"carrier-loss ratio p/n {ratio[name]:.3f}")
    for label, c, flu in (("proton", proton, fluence_p),
                          ("neutron", neutron, FLUENCE_N)):
        d = defects(c, flu, f)
        print(f"  {label}: V2 {d[0]:.3e}, VO {d[1]:.3e}, VP {d[2]:.3e}, "
              f"electrons lost {removal(c, f)*flu:.3e} cm^-3")
print(f"Pair meeting, nu=190: direct {pair_exact:.5f}, "
      f"formula {pair_formula:.5f}")
for n, a, b, c in zip(nus, formula, walk_free, walk_rich):
    print(f"phi at nu={n}: formula {a:.3f}, walk {b:.3f}, "
          f"walk with rich O {c:.3f}")
print(f"Ratio p/n from walks: lean {walk_ratio['lean']:.3f}, "
      f"rich {walk_ratio['rich']:.3f}")
for name in share:
    print(f"Ratio p/n with shallow levels at {TEMPERATURE:.0f} K, {name}: "
          f"{neutrality_ratio(name, True):.3f}")
for q in (0.05, 0.2):
    print(f"Ratio p/n for q={q}: lean {ratio_with('lean', survival=q):.3f}, "
          f"rich {ratio_with('rich', survival=q):.3f}")
for core in (5e3, 2e4):
    print(f"Ratio p/n for core limit {core/1e3:.0f} keV: lean "
          f"{ratio_with('lean', core=core):.3f}, rich "
          f"{ratio_with('rich', core=core):.3f}")
print(f"Ratio p/n, neutron weight 1+0.5cos(theta): lean "
      f"{equal_niel_ratio(proton, tilted, share['lean']):.3f}, rich "
      f"{equal_niel_ratio(proton, tilted, share['rich']):.3f}")
print(f"Proton energy loss in {LAYER/1e3:.0f} um: "
      f"{stopping*LAYER/1e3:.0f} keV; NIEL change {100*exit_niel:.1f} %")
print(f"Screening change of recoil at threshold: {100*screen_change:.2f} %")
print(f"Proton NIEL from scattering beyond 90 deg: {100*large_angle:.1f} %")
used = defects(proton, fluence_p, share["lean"])[1] / OXYGEN["lean"]
print(f"Oxygen consumed, lean proton case: {100*used:.1f} %")
print("all assertions hold")
```

Output:

```
Inputs: Ed 21 eV, q 0.1, core limit 10 keV, Si 5.0e+22 cm^-3
Inputs: R(V-V) 0.8 nm, s1 0.8 nm, R(impurity) 0.5 nm, P 1.0e+15 cm^-3
Inputs: proton 3 MeV, neutron 1 MeV, neutron cross section 3 b
Maximum recoil: proton 401.1, neutron 133.9 keV
Recoil 0.1 keV: damage energy 0.08447 keV, surviving V 0.161, phi 0.028
Recoil 1 keV: damage energy 0.784 keV, surviving V 1.49, phi 0.242
Recoil 10 keV: damage energy 6.897 keV, surviving V 13.1, phi 0.591
Recoil 100 keV: damage energy 48.78 keV, surviving V 92.9, phi 0.650
Proton: NIEL 1047.1 MeV mb, surviving V 110.13 /cm, mean phi 0.287
Neutron: NIEL 102.2 MeV mb, surviving V 9.74 /cm, mean phi 0.649
Equal-NIEL fluence: neutron 1.00e+13, proton 9.765e+11 cm^-2
Vacancies at equal NIEL, proton/neutron: 1.104
Divacancies at equal NIEL, proton/neutron: 0.489
lean: O 1.0e+15 cm^-3, f 0.5000, carrier-loss ratio p/n 1.400
  proton: V2 1.545e+13, VO 3.832e+13, VP 3.832e+13, electrons lost 9.209e+13 cm^-3
  neutron: V2 3.159e+13, VO 1.710e+13, VP 1.710e+13, electrons lost 6.579e+13 cm^-3
crossover: O 3.0e+15 cm^-3, f 0.2500, carrier-loss ratio p/n 1.104
  proton: V2 1.545e+13, VO 5.748e+13, VP 1.916e+13, electrons lost 5.377e+13 cm^-3
  neutron: V2 3.159e+13, VO 2.565e+13, VP 8.550e+12, electrons lost 4.869e+13 cm^-3
rich: O 1.0e+17 cm^-3, f 0.0099, carrier-loss ratio p/n 0.526
  proton: V2 1.545e+13, VO 7.588e+13, VP 7.588e+11, electrons lost 1.697e+13 cm^-3
  neutron: V2 3.159e+13, VO 3.386e+13, VP 3.386e+11, electrons lost 3.226e+13 cm^-3
Pair meeting, nu=190: direct 0.09789, formula 0.09814
phi at nu=2: formula 0.043, walk 0.042, walk with rich O 0.041
phi at nu=5: formula 0.117, walk 0.108, walk with rich O 0.126
phi at nu=15: formula 0.243, walk 0.248, walk with rich O 0.233
phi at nu=50: formula 0.429, walk 0.414, walk with rich O 0.399
phi at nu=190: formula 0.650, walk 0.625, walk with rich O 0.570
Ratio p/n from walks: lean 1.381, rich 0.547
Ratio p/n with shallow levels at 300 K, lean: 1.327
Ratio p/n with shallow levels at 300 K, crossover: 1.048
Ratio p/n with shallow levels at 300 K, rich: 0.557
Ratio p/n for q=0.05: lean 1.310, rich 0.505
Ratio p/n for q=0.2: lean 1.472, rich 0.565
Ratio p/n for core limit 5 keV: lean 1.315, rich 0.573
Ratio p/n for core limit 20 keV: lean 1.488, rich 0.489
Ratio p/n, neutron weight 1+0.5cos(theta): lean 1.399, rich 0.527
Proton energy loss in 10 um: 203 keV; NIEL change 6.9 %
Screening change of recoil at threshold: -0.39 %
Proton NIEL from scattering beyond 90 deg: 3.4 %
Oxygen consumed, lean proton case: 3.8 %
all assertions hold
```
